# Top-Contact Transmission Line Ended by a Finite Edge-Injection Resistance

## 1. A sheet without resistance

A metal film lies on a two-dimensional conducting sheet over a length $L$. Current arrives along the sheet from the uncovered channel and can enter the metal in two ways: through the top interface, or through the end of the sheet, where metal touches its edge.

Suppose first that the covered sheet has no resistance of its own, so that it sits at a single voltage $V$ relative to the metal. Let $\rho_c$ be the resistivity of the top interface (resistance times area) and $r_e$ the resistance of the edge (resistance times width). Per unit width, the top interface carries the current $VL/\rho_c$ and the edge carries $V/r_e$. The two paths are in parallel, and the width-normalised input resistance is

$$R_{\rm in}=\frac{1}{L/\rho_c+1/r_e}\qquad(R_s=0).$$

If the edge is insulating, $r_e\to\infty$, this becomes $\rho_c/L$, which diverges for a short contact. With a finite $r_e$ it tends to $r_e$ instead. The paths are equally good when $L=\rho_c/r_e$.

A real sheet has resistance. Current must cross the whole covered length to reach the edge, so the edge is not simply in parallel with the top interface.

## 2. Model and signs

Current enters the covered sheet at $x=0$, and the sheet ends at $x=L$.

- $V(x)$ is the electrochemical potential of the sheet, written as a voltage relative to the metal.
- $K(x)$ is the sheet current per unit width, positive towards $+x$.
- $R_s$ is the sheet resistance under the metal, which may differ from that of the open channel.

The state is steady and uniform across the width $W$. The metal is an equipotential, $R_s$ and $\rho_c$ do not depend on $x$, and both interfaces are linear. Transport in the sheet is diffusive: the mean free path is short compared with the lengths over which $V$ varies. All resistances below are multiplied by width, so the resistance in ohms is $R_{\rm in}/W$. The uncovered channel is not included.

## 3. The equations of a slice

Ohm's law along a slice $dx$ gives $V(x+dx)-V(x)=-R_sK\,dx$. The current lost to the metal through the top of the slice is $K(x)-K(x+dx)=(V/\rho_c)\,dx$. Hence

$$V'=-R_sK,\qquad K'=-\frac{V}{\rho_c}.$$

Differentiating the first equation and inserting the second,

$$V''=-R_sK'=\frac{R_s}{\rho_c}V=\frac{V}{\lambda^2},\qquad \lambda=\sqrt{\frac{\rho_c}{R_s}}.$$

The transfer length $\lambda$ comes with a characteristic resistance $Z=\sqrt{R_s\rho_c}$. Three relations follow from the definitions and are used repeatedly:

$$R_s\lambda=Z,\qquad Z\lambda=\rho_c,\qquad Z^2=R_s\rho_c.$$

## 4. The far end and the solution

The current that reaches $x=L$ passes through the edge resistance:

$$V(L)=r_eK(L).$$

An insulating edge therefore means $K(L)=0$, with $V(L)$ free. The condition $V(L)=0$ describes the opposite case, a perfect edge with $r_e=0$.

It is convenient to measure distance back from the edge, $y=(L-x)/\lambda$. The general solution is $V=a\cosh y+b\sinh y$. Since $d/dx=-(1/\lambda)\,d/dy$, the two minus signs cancel in the current:

$$K=-\frac{V'}{R_s}=\frac{1}{R_s\lambda}\frac{dV}{dy}=\frac{a\sinh y+b\cosh y}{Z}.$$

At $y=0$ these give $V(L)=a$ and $K(L)=b/Z$. The edge condition then fixes $a=r_eK(L)$ and $b=ZK(L)$, so

$$V=K(L)\,[\,r_e\cosh y+Z\sinh y\,],\qquad K=K(L)\left[\cosh y+\frac{r_e}{Z}\sinh y\right].$$

## 5. Input resistance and edge current

The front of the contact is at $y=L/\lambda$. Dividing $V(0)$ by $K(0)$ removes $K(L)$. Multiplying numerator and denominator by $Z/\cosh(L/\lambda)$ gives

$$\boxed{R_{\rm in}=Z\,\frac{r_e+Zt}{Z+r_et}},\qquad t=\tanh\frac{L}{\lambda}.$$

The fraction of the current that leaves through the edge is

$$f=\frac{K(L)}{K(0)}=\frac{1}{\cosh(L/\lambda)+(r_e/Z)\sinh(L/\lambda)}=\frac{Z\sqrt{1-t^2}}{Z+r_et},$$

where the last form uses $1/\cosh(L/\lambda)=\sqrt{1-t^2}$.

This fraction also controls how strongly the edge matters. By the quotient rule,

$$\frac{\partial R_{\rm in}}{\partial r_e}=Z\,\frac{(Z+r_et)-t(r_e+Zt)}{(Z+r_et)^2}=\frac{Z^2(1-t^2)}{(Z+r_et)^2}=f^2.$$

The derivative is positive, so at fixed $L$, $R_s$ and $\rho_c$ the input resistance rises steadily with $r_e$, from $Zt$ at $r_e=0$ towards its insulating limit.

For $R_s\to0$ we have $Zt\to R_sL\to0$ and $t/Z\to L/(\lambda Z)=L/\rho_c$. The boxed formula then becomes $r_e/(1+r_eL/\rho_c)$, the parallel law of Section 1.

## 6. The insulating edge

Divide numerator and denominator of the boxed formula by $r_e$ and let $r_e\to\infty$ at fixed $L>0$:

$$R_{\rm in}=Z\,\frac{1+Zt/r_e}{Z/r_e+t}\;\longrightarrow\;\frac{Z}{t}=Z\coth\frac{L}{\lambda}.$$

This is the hyperbolic cotangent law. The condition $L>0$ is needed because the surviving term in the denominator is $t$, which vanishes with $L$. If $L\to0$ is taken first, the result is $R_{\rm in}=r_e$. If $r_e\to\infty$ is taken first, the result diverges as $\rho_c/L$. Both routes end at an infinite $R_{\rm in}$, but the ratio of $R_{\rm in}$ to $Z/t$ depends on the order: it tends to 0 as $L\to0$ at any finite $r_e$, and to 1 as $r_e\to\infty$ at any $L>0$. A very short contact is therefore where the insulating law is least safe.

The relative amount by which a finite edge resistance lowers the input resistance below the cotangent law is

$$\delta=1-\frac{R_{\rm in}}{Z/t}=\frac{(Z+r_et)-t(r_e+Zt)}{Z+r_et}=\frac{Z(1-t^2)}{Z+r_et}.$$

Solving for $r_e$ gives the edge resistance at which the reduction equals a chosen $\delta$:

$$r_e=\frac{Z}{t}\left[\frac{1-t^2}{\delta}-1\right].$$

Above this value the cotangent law is good to within $\delta$. If the bracket is negative, the contact is so long that even a perfect edge changes the result by less than $\delta$.

One might try to repair the cotangent law by placing $r_e$ in parallel with $Z/t$. That gives

$$R_\parallel=\frac{1}{t/Z+1/r_e}=\frac{Zr_e}{Z+r_et},\qquad R_{\rm in}-R_\parallel=\frac{Z^2t}{Z+r_et}>0.$$

The estimate is too low for every $L>0$, because it connects the edge directly to the front and omits the sheet in between.

## 7. Building the contact slice by slice

A second derivation shows how the resistance depends on length. Take a contact of length $L$ and add a slice $dL$ at its front. The slice puts a conductance $dL/\rho_c$ in parallel with the old contact and a resistance $R_s\,dL$ in series. To first order in $dL$,

$$R(L+dL)=R_s\,dL+\frac{1}{1/R+dL/\rho_c}=R+\left(R_s-\frac{R^2}{\rho_c}\right)dL.$$

With $R_s=Z^2/\rho_c$ this becomes

$$\frac{dR}{dL}=\frac{Z^2-R^2}{\rho_c},\qquad R(0)=r_e.$$

Define $u=(R-Z)/(R+Z)$. Since $du/dR=2Z/(R+Z)^2$,

$$\frac{du}{dL}=\frac{2Z}{(R+Z)^2}\,\frac{(Z-R)(Z+R)}{\rho_c}=-\frac{2Z}{\rho_c}u=-\frac{2}{\lambda}u.$$

Therefore

$$\frac{R_{\rm in}-Z}{R_{\rm in}+Z}=\frac{r_e-Z}{r_e+Z}\,e^{-2L/\lambda}.$$

To recover the boxed formula, write $R_{\rm in}=Z(1+u)/(1-u)$ and multiply numerator and denominator by $(r_e+Z)e^{L/\lambda}/2$. The numerator becomes $Z[r_e\cosh(L/\lambda)+Z\sinh(L/\lambda)]$ and the denominator $Z\cosh(L/\lambda)+r_e\sinh(L/\lambda)$.

The sign of $u$ never changes, which gives three cases:

- If $r_e>Z$, the resistance falls with length towards $Z$.
- If $r_e=Z$, it equals $Z$ at every length. The edge then behaves like a further, endless piece of contact.
- If $r_e<Z$, it rises with length towards $Z$. Added length brings more top interface, but also moves the good edge further from the channel.

For a long contact $u$ is small, and $R_{\rm in}=Z(1+u)/(1-u)\approx Z(1+2u)$, so

$$R_{\rm in}-Z\approx 2Z\,\frac{r_e-Z}{r_e+Z}\,e^{-2L/\lambda}.$$

The influence of the edge fades with twice the exponent of the voltage decay.

## 8. Worked example

Take $R_s=20$ kΩ/sq, $\rho_c=1.8\times10^{-7}$ Ω cm², $L=20$ nm and $r_e=2000$ Ω µm. Then

$$\lambda=\sqrt{\frac{1.8\times10^{-7}}{2\times10^{4}}}\ {\rm cm}=30\ {\rm nm},\qquad Z=\sqrt{(2\times10^4)(1.8\times10^{-7})}\ \Omega\,{\rm cm}=600\ \Omega\,\mu{\rm m}.$$

With $L/\lambda=0.6667$ and $t=0.5828$,

$$R_{\rm in}=600\times\frac{2000+600(0.5828)}{600+2000(0.5828)}\approx 798\ \Omega\,\mu{\rm m}\approx0.80\ {\rm k}\Omega\,\mu{\rm m}.$$

A ladder of 2000 discrete resistor cells with the same parameters, solved from Kirchhoff's laws, agrees with the unrounded formula value, 798.5 Ω µm.

An insulating edge would give $600/0.5828\approx1030$ Ω µm, and a perfect edge 350 Ω µm. The finite edge lowers the resistance by 22 % relative to the cotangent law and carries 28 % of the current. Since $f^2\approx0.276^2\approx0.076$, a small increase of $r_e$ raises $R_{\rm in}$ by only about 8 % of that increase.

The parallel estimate gives 680 Ω µm, which is too low by about 119 Ω µm. At this length the edge resistance would have to exceed 67 kΩ µm before the cotangent law held to 1 %. An edge that looks poor beside $Z$ can still be far from insulating in this sense.

**An error of interpretation.** Suppose $R_{\rm in}$, $R_s$ and $L$ are known and the cotangent law is used to find $\rho_c$. The fit returns $1.34\times10^{-7}$ Ω cm², which is 26 % below the true value: current that left through the edge has been credited to the top interface.

**Length at fixed edge resistance.** With $r_e=2000$ Ω µm, shortening the contact from 20 to 5 nm raises $R_{\rm in}$ from 798 to 1354 Ω µm, while the cotangent law rises from 1030 to 3633 Ω µm. The separation is expected from Section 1: the two paths become comparable near $L=\rho_c/r_e=9$ nm. With $r_e=200$ Ω µm, the same shortening lowers $R_{\rm in}$ from 460 to 283 Ω µm. This gain requires $r_e<Z$ and an edge whose quality does not suffer when the contact is shortened.

At 80 nm the values are 597, 603 and 606 Ω µm for $r_e=200$, 2000 and infinity. The long-contact formula accounts for them: $e^{-2L/\lambda}\approx0.0048$, and the factors $(r_e-Z)/(r_e+Z)$ are $-0.50$, $0.54$ and $1$, giving shifts from $Z$ of about $-3$, $+3$ and $+6$ Ω µm.

## 9. Where the model gives way

**Linearity.** At a drive of 10 µA/µm the front voltage is 8.0 mV, compared with $V_T=k_BT/q=25.9$ mV at 300 K. To size the nonlinearity, let both interfaces follow a thermionic diode law with unchanged zero-bias resistances. For the top interface the current density is

$$j=\frac{V_T}{\rho_c}\left(e^{V/V_T}-1\right),$$

and the edge has the same form with $r_e$ in place of $\rho_c$. As written, $V>0$ is the easy direction. For electrons crossing a Schottky barrier fixed to the metal the signs of $V$ and $j$ are both reversed, so the easy direction is electron flow from sheet to metal; the sizes below are unchanged. The ratio $V(0)/K(0)$ then changes by $-8.5$ % in the easy direction and $+11.6$ % in the hard one, relative to the linear result. In the hard direction the exponential can at most vanish, so this law cannot carry more than $V_T(L/\rho_c+1/r_e)=42$ µA/µm. Tunnelling, which the diode law omits, can lift that ceiling.

**Diffusive transport.** Take a carrier density of $10^{13}$ cm⁻², an effective mass of 0.5 electron masses and two valleys. The mobility implied by $R_s$ is $1/(qnR_s)=31$ cm²/Vs. The Fermi level lies 11 meV above the band edge, less than $k_BT$, so the electrons are only partly degenerate. The mean free path, estimated from their root-mean-square speed, is 1.3 nm. That is 4.5 % of $\lambda$, but about a quarter of a 5 nm contact. The length for backscattering, the ballistic resistance of the next paragraph divided by $R_s$, is about twice as large, 2.5 nm, or half of a 5 nm contact. Both lengths are shorter than the electron wavelength, about 10 nm at this speed, so the semiclassical picture is itself marginal, and the estimates here and in the next paragraph give only rough scales. The contact formula needs a local Ohm's law with the given $R_s$. A 5 nm contact is shorter than the wavelength, so the values quoted for it show the trend of the model and are not a prediction for a device.

**The perfect edge.** A vanishing $r_e$ is a formal limit. Let $R_b$ be the ballistic resistance of the sheet's conducting modes, 51 Ω µm here. Let $\mu_+$ and $\mu_-$ be the potentials, relative to the metal, of carriers moving towards and away from the edge. For a mean transmission $\mathcal T$, $\mu_-=(1-\mathcal T)\mu_+$. The current is $K=(\mu_+-\mu_-)/R_b=\mathcal T\mu_+/R_b$ and the sheet potential is $V=(\mu_++\mu_-)/2=(1-\mathcal T/2)\mu_+$. Hence

$$r_e=\frac{V}{K}=R_b\left(\frac1{\mathcal T}-\frac12\right).$$

Since $\mathcal T\le1$, this estimate puts a floor of $R_b/2\approx25$ Ω µm under $r_e$. The example's 2000 Ω µm corresponds to $\mathcal T\approx0.025$.

**Smaller effects.** If metal and sheet are separated by a 0.3 nm vacuum gap, the contact voltage changes the carrier density at the front by about 1.4 %. A metal film of 5 Ω/sq, drained at the far end, adds about 0.02 Ω µm. Raising $R_s$ by 25 %, as a stand-in for a hotter sheet, raises $R_{\rm in}$ by 5 % with $\rho_c$, $r_e$ and $L$ held fixed. Thermally activated injection would change $\rho_c$ and $r_e$ as well, and that change is not included.

**Beside real contacts.** The parameters are round numbers in the rough regime of metal on monolayer MoS₂. Contact resistances there range roughly from 100 Ω µm or less for the best contacts to many kΩ µm, so 0.8 kΩ µm belongs to the better ones. The chosen $\rho_c$ is likewise on the favourable side. The edge resistance is the least certain input: it depends on how the edge was cut and whether metal actually reaches it, and it may be much larger. If the interfaces follow the thermionic diode law, nonlinear injection is the largest of the effects sized above, about 10 % at 10 µA/µm. That size depends on the law assumed: for energy-independent transmission into the partly degenerate sheet at fixed carrier density it is only 4 to 5 %. Good transistors of this kind carry 100 µA/µm or more. The linear formula would then put about 80 mV, some three times $k_BT/q$, across the contact, and a single constant resistance is no longer a safe description. The numerical output gives the full sweeps over length and edge resistance.

## Computed values

```
sheet resistance under metal R_s = 20.0 kohm/sq
interface resistivity rho_c = 1.80e-07 ohm cm2
contact length L = 20.0 nm
edge resistance r_e = 2000 ohm um
transfer length lam = 30.00 nm
characteristic resistance Z = 600.0 ohm um
L/lam = 0.6667, tanh(L/lam) = 0.5828
R_in = 798.5 ohm um = 0.7985 kohm um
R_in from Kirchhoff ladder = 798.5 ohm um
insulating edge, Z coth = 1029.5 ohm um
ideal edge r_e=0, Z tanh = 349.7 ohm um
reduction by the edge = 22.4 %
current leaving through edge = 27.6 %
naive parallel estimate = 679.7 ohm um
r_e for 1 % deviation from coth = 67.0 kohm um
rho_c wrongly fitted with coth = 1.340e-07 ohm cm2
error of that fit = -25.5 %
largest ladder-formula relative difference = 2.8e-07
length sweep: L (nm), R_in at r_e=200, at r_e=2000, coth (ohm um)
      5    283.5   1353.8   3633.3
     10    354.9   1058.5   1866.2
     20    460.3    798.5   1029.5
     40    559.7    646.6    689.6
     80    597.1    603.1    605.8
    160    600.0    600.0    600.0
edge sweep at example L: r_e, R_in (ohm um), edge current (%)
      200    460.3  68.04
      600    600.0  51.34
     2000    798.5  27.62
    10000    966.1   7.59
   100000   1022.6   0.83
temperature = 300 K, kT/q = 25.85 mV
drive = 10 uA/um, front voltage = 7.98 mV
diode law, easy direction: R = 730.8 ohm um (-8.5 %)
diode law, hard direction: R = 891.0 ohm um (+11.6 %)
diode-law current ceiling, hard direction = 41.7 uA/um
rough inputs: n = 1.0e+13 cm-2, mass = 0.50 m_e, valleys = 2
mobility implied by R_s and n = 31.2 cm2/Vs
Fermi level above band edge = 10.9 meV
mean free path = 1.34 nm, over lam = 0.045
ballistic resistance = 50.7 ohm um, edge floor = 25.4 ohm um
edge transmission implied by r_e = 0.0250
density shift at front, gap 0.3 nm = 1.37 %
metal film 5.0 ohm/sq adds 0.019 ohm um
R_in with R_s raised 25 % = 840.2 ohm um (+5.2 %)
```
